\section*{The DFT+U+V Energy from the Extended Hubbard Model, Derived Twice}

\section{What the intersite term decides}

A calculation on a compound with covalent bonds between a localized shell and its ligands needs a decision: should an intersite interaction $V$ be added to the on-site correction $U$, and what will it do? If $V$ entered as an energy $V n_I n_J$ between the charges of two sites, it would shift the site levels. If it entered through the electronic coherence between the sites, it would change the bond itself. The Campo--Cococcioni energy is of the second kind:
\begin{equation}
\begin{aligned}
E_{UV}={}&\sum_I\frac{U_I}{2}\sum_\sigma
\mathrm{Tr}\!\left[n^{II\sigma}(1-n^{II\sigma})\right]\\
&-\sum_{I\ne J}\frac{V_{IJ}}{2}\sum_\sigma
\mathrm{Tr}\!\left[n^{IJ\sigma}n^{JI\sigma}\right].
\end{aligned}
\label{eq:result}
\end{equation}
The sum over $I\ne J$ counts each bond twice, as $(I,J)$ and as $(J,I)$. A bond therefore contributes $-V_{IJ}\sum_\sigma\mathrm{Tr}[n^{IJ\sigma}n^{JI\sigma}]$. A list that names each bond once must use this full coefficient, without the factor $1/2$.

\section{Model and conventions}

Let $c^\dagger_{Im\sigma}$ create an electron of spin $\sigma$ in orbital $m$ on site $I$. The localized orbitals are orthonormal, both within a site and between sites. In a crystal, the label $I$ includes the unit cell. The site-number operator and its mean are
\begin{equation}
N_I=\sum_{m\sigma}c^\dagger_{Im\sigma}c_{Im\sigma},\qquad
n_I=\langle N_I\rangle .
\end{equation}
The extended Hubbard interaction is
\begin{equation}
H_{\rm int}=\sum_I\frac{U_I}{2}N_I(N_I-1)
+\frac12\sum_{I\ne J}V_{IJ}N_IN_J,\quad V_{IJ}=V_{JI}.
\label{eq:model}
\end{equation}
It keeps orbital-averaged density-density interactions. On-site Hund exchange and all other intersite Coulomb integrals are left out.

The state is first taken to be a Slater determinant with collinear spin: each occupied orbital has spin up or spin down. Its density matrix has the site blocks
\begin{equation}
n^{IJ\sigma}_{mm'}=\langle c^\dagger_{Jm'\sigma}c_{Im\sigma}\rangle
=\sum_{i\,\rm occ}\langle\phi_{Im}|\psi_{i\sigma}\rangle
\langle\psi_{i\sigma}|\phi_{Jm'}\rangle .
\label{eq:blocks}
\end{equation}
Thus $n^{JI\sigma}=(n^{IJ\sigma})^\dagger$ and $n_I=\sum_\sigma\mathrm{Tr}\,n^{II\sigma}$. A diagonal block describes the occupation of a site; an off-diagonal block describes coherence between two sites.

The correction is defined as
\begin{equation}
E_{UV}=\langle H_{\rm int}\rangle-E_{\rm dc},
\label{eq:definition}
\end{equation}
where $E_{\rm dc}$ stands for the part of this interaction already present in the density functional. An approximate functional does not come with such a part marked off, so $E_{\rm dc}$ has to be modelled. The two derivations reach the same $E_{\rm dc}$ from different points of view.

\section{First derivation: Hartree and exchange}

\subsection{The two-particle average}

Write $p=(I,m,\sigma)$ and $q=(J,m',\sigma')$. Expand the localized annihilators in a complete orthonormal set containing the occupied orbitals, $c_p=\sum_r\psi_r(p)a_r$, with $\psi_r(p)=\langle\phi_p|\psi_r\rangle$. In a determinant, annihilating an unoccupied orbital gives zero, so
\begin{equation}
\langle c_p^\dagger c_q^\dagger c_qc_p\rangle
=\sum_{ijkl\,\rm occ}\psi_i^*(p)\psi_j^*(q)\psi_k(q)\psi_l(p)
\langle a_i^\dagger a_j^\dagger a_ka_l\rangle .
\end{equation}
The two electrons removed must be put back into the same two orbitals. There are two ways to do this, and they differ by one exchange of fermion operators:
\begin{equation}
\langle a_i^\dagger a_j^\dagger a_ka_l\rangle
=\delta_{il}\delta_{jk}-\delta_{ik}\delta_{jl}.
\end{equation}
With $\rho_{pq}=\sum_i\psi_i(p)\psi_i^*(q)=\langle c_q^\dagger c_p\rangle$, the sums give
\begin{equation}
\langle c_p^\dagger c_q^\dagger c_qc_p\rangle
=\rho_{pp}\rho_{qq}-\rho_{pq}\rho_{qp}.
\label{eq:wick}
\end{equation}
The first product is the Hartree term and the second is exchange.

\subsection{Two sites and one site}

For $I\ne J$, orthonormality makes $c_p$ and $c_q^\dagger$ anticommute. Therefore
\begin{equation}
c_p^\dagger c_pc_q^\dagger c_q
=-c_p^\dagger c_q^\dagger c_pc_q
=c_p^\dagger c_q^\dagger c_qc_p .
\end{equation}
Sum Eq.~\eqref{eq:wick} over all orbitals and spins of the two sites. Collinearity makes $\rho_{pq}$ vanish for $\sigma\ne\sigma'$, so the exchange term has a single spin sum:
\begin{equation}
\begin{aligned}
\langle N_IN_J\rangle
&=n_In_J-\sum_\sigma\sum_{mm'}n^{IJ\sigma}_{mm'}n^{JI\sigma}_{m'm}\\
&=n_In_J-\sum_\sigma\mathrm{Tr}[n^{IJ\sigma}n^{JI\sigma}].
\end{aligned}
\label{eq:inter}
\end{equation}

On one site, the anticommutator contributes when $p=q$:
\begin{equation}
c_p^\dagger c_pc_q^\dagger c_q
=c_p^\dagger c_q^\dagger c_qc_p+\delta_{pq}c_p^\dagger c_p .
\end{equation}
Summing over $p$ and $q$ on site $I$ turns the last term into $N_I$. Subtracting it leaves $N_I(N_I-1)=\sum_{pq}c_p^\dagger c_q^\dagger c_qc_p$, and Eq.~\eqref{eq:wick} gives
\begin{equation}
\langle N_I(N_I-1)\rangle=n_I^2-\sum_\sigma\mathrm{Tr}[(n^{II\sigma})^2].
\label{eq:onsite}
\end{equation}

\subsection{The localized limit and the subtraction}

Consider a determinant in which every electron belongs to one site. Then $n^{IJ\sigma}=0$ for $I\ne J$, and each occupation matrix has eigenvalues 0 and 1, so $(n^{II\sigma})^2=n^{II\sigma}$. Equation~\eqref{eq:onsite} becomes $n_I^2-n_I$, and Eq.~\eqref{eq:inter} becomes $n_In_J$. The interaction energy in this limit is
\begin{equation}
E_{\rm dc}=\sum_I\frac{U_I}{2}n_I(n_I-1)
+\frac12\sum_{I\ne J}V_{IJ}n_In_J .
\label{eq:dc}
\end{equation}
The fully localized prescription uses this function of the charges at fractional $n_I$ as well. That continuation is a modelling choice.

Now subtract. The intersite part is
\begin{equation}
\begin{aligned}
&\frac12\sum_{I\ne J}V_{IJ}\Big\{n_In_J
-\sum_\sigma\mathrm{Tr}[n^{IJ\sigma}n^{JI\sigma}]-n_In_J\Big\}\\
&\qquad=-\frac12\sum_{I\ne J}V_{IJ}\sum_\sigma
\mathrm{Tr}[n^{IJ\sigma}n^{JI\sigma}].
\end{aligned}
\end{equation}
The Hartree term cancels and exchange remains. On each site,
\begin{equation}
\begin{aligned}
&\frac{U_I}{2}\Big\{n_I^2-\sum_\sigma\mathrm{Tr}[(n^{II\sigma})^2]
-n_I^2+n_I\Big\}\\
&\qquad=\frac{U_I}{2}\sum_\sigma\mathrm{Tr}[n^{II\sigma}-(n^{II\sigma})^2].
\end{aligned}
\end{equation}
The two parts together are Eq.~\eqref{eq:result}.

\section{Second derivation: charge fluctuations}

\subsection{A form valid for any state}

Suppose that the functional accounts for the interaction of the mean charges but not for their fluctuations. Its share is then Eq.~\eqref{eq:model} with every $N_I$ replaced by $n_I$. This is again Eq.~\eqref{eq:dc}, now obtained without a determinant. The linear terms $-N_I$ and $-n_I$ have equal averages, so
\begin{equation}
\begin{aligned}
\langle N_I(N_I-1)\rangle-n_I(n_I-1)
&=\langle N_I^2\rangle-n_I^2=\mathrm{Var}\,N_I,\\
\langle N_IN_J\rangle-n_In_J&=\mathrm{Cov}(N_I,N_J).
\end{aligned}
\end{equation}
Hence
\begin{equation}
\langle H_{\rm int}\rangle-E_{\rm dc}
=\sum_I\frac{U_I}{2}\mathrm{Var}\,N_I
+\frac12\sum_{I\ne J}V_{IJ}\mathrm{Cov}(N_I,N_J).
\label{eq:fluct}
\end{equation}
This holds for correlated states too. The Hartree term is absent because a covariance is what remains of an average product after the product of averages is removed.

\subsection{Fluctuations of a determinant}

The covariance can be found without factorizing a four-operator average. Let $A$ and $B$ be Hermitian one-electron operators, and let $\hat A$ and $\hat B$ be their sums over all electrons. Acting on a determinant $|\Phi\rangle$, $\hat B$ either leaves each electron where it is or promotes one electron from an occupied orbital $i$ to an unoccupied orbital $a$:
\begin{equation}
\hat B|\Phi\rangle=\langle\hat B\rangle|\Phi\rangle
+\sum_{ia}B_{ai}|\Phi_i^a\rangle .
\end{equation}
Transfer into another occupied orbital is forbidden by the Pauli principle. The promoted determinants are orthonormal and orthogonal to $|\Phi\rangle$. Taking the overlap with $\hat A|\Phi\rangle$ and using $A_{ai}^*=A_{ia}$ gives
\begin{equation}
\begin{aligned}
\langle\hat A\hat B\rangle-\langle\hat A\rangle\langle\hat B\rangle
&=\sum_{ia}A_{ia}B_{ai}\\
&=\mathrm{Tr}[\rho A(1-\rho)B].
\end{aligned}
\label{eq:onebody}
\end{equation}
Here $\rho$ projects on the occupied orbitals and $1-\rho$ on the unoccupied ones.

The operator $N_I$ is the sum over electrons of the projector $P_I=\sum_{m\sigma}|\phi_{Im\sigma}\rangle\langle\phi_{Im\sigma}|$. With $A=P_I$ and $B=P_J$,
\begin{equation}
\mathrm{Cov}(N_I,N_J)=\mathrm{Tr}[\rho P_IP_J]
-\mathrm{Tr}[\rho P_I\rho P_J].
\label{eq:projectors}
\end{equation}
For $I\ne J$, orthonormality gives $P_IP_J=0$ and the first trace vanishes. The second, written in site blocks, gives
\begin{equation}
\mathrm{Cov}(N_I,N_J)=-\sum_\sigma
\mathrm{Tr}[n^{IJ\sigma}n^{JI\sigma}],\qquad I\ne J.
\label{eq:cov}
\end{equation}
For $I=J$, $P_I^2=P_I$ and the first trace is $n_I$, so
\begin{equation}
\mathrm{Var}\,N_I=\sum_\sigma
\mathrm{Tr}[n^{II\sigma}-(n^{II\sigma})^2].
\end{equation}
Inserting both in Eq.~\eqref{eq:fluct} again produces Eq.~\eqref{eq:result}.

\section{What each derivation assumes}

The derivations share the interaction, the double counting and the final trace formula. They use the determinant at different points. The first needs it from the start, to separate Hartree from exchange and to define the localized limit. The second needs it at the end, to express fluctuations through the one-particle density matrix. Equation~\eqref{eq:fluct} therefore shows what is lost when the state is correlated: the fluctuation energy keeps its meaning, but the traces need no longer give it.

They also justify the double counting differently. The first matches the energy of localized electrons and extends it to fractional charges. The second assumes that the functional contains the interaction of mean charges. Neither proves that a given approximate functional behaves in this way. If its double counting were better described by another intersite parameter $V'_{IJ}$, a Hartree remainder $\frac12\sum_{I\ne J}(V_{IJ}-V'_{IJ})n_In_J$ would survive. The cancellation thus requires the same $V$ and the same occupations in both terms.

Orthonormality enters the first derivation through the anticommutator and the second through $P_IP_J=0$. With overlapping orbitals, the first trace in Eq.~\eqref{eq:projectors} remains. For one spatial orbital $a$ and another $b$, the real part of the covariance gains
\begin{equation}
\sum_\sigma\mathrm{Re}\left[\langle\phi_a|\phi_b\rangle
\langle c_{a\sigma}^\dagger c_{b\sigma}\rangle\right].
\end{equation}
In a numerical case with overlap 0.20, the real part of the covariance is $-0.1430$, while the trace alone gives $-0.1577$; the added term is $0.0147$. Equation~\eqref{eq:result} can still be used as a definition with overlapping projectors, but it is then not the average of Eq.~\eqref{eq:model}, written with the products $N_IN_J$, minus $E_{\rm dc}$. The added term is the average of the one-electron operator $P_IP_J$ and is present even for a single electron. Equation~\eqref{eq:wick} does not need orthogonality between sites, so if the intersite interaction is written in the ordered form $\sum_{pq}c_p^\dagger c_q^\dagger c_qc_p$, which acts on pairs of electrons alone, the added term is absent and the intersite trace formula is recovered. Fractional orbital occupations are a different case. In an ensemble of determinants where each orbital $i$ is occupied independently with probability $f_i$, two different orbitals are both occupied with probability $f_if_j$, so $\langle a_i^\dagger a_j^\dagger a_ka_l\rangle=f_if_j(\delta_{il}\delta_{jk}-\delta_{ik}\delta_{jl})$. Equation~\eqref{eq:wick} then holds with $\rho_{pq}=\sum_if_i\psi_i(p)\psi_i^*(q)$, and Eq.~\eqref{eq:result} remains the average of the model interaction minus $E_{\rm dc}$. Independence is required, and it lets the total electron number fluctuate. An ensemble with a fixed number does not factorize in this way: for one electron placed with equal probability in either of two orbitals, $f_1=f_2=\frac12$, yet the two are never occupied together, and the trace formula need not hold.

The numerical check checks the trace formula against many-electron operators for a complex, spin-polarized determinant on three sites. There the intersite interaction energy is 0.07838 hartree and its Hartree part is 0.10068 hartree. Their difference, $-0.02230$ hartree, is the $V$ correction.

\section{Sign, invariance and potential}

Since $n^{JI\sigma}$ is the adjoint of $n^{IJ\sigma}$,
\begin{equation}
\mathrm{Tr}[n^{IJ\sigma}n^{JI\sigma}]
=\sum_{mm'}|n^{IJ\sigma}_{mm'}|^2\ge0 .
\end{equation}
A positive $V$ therefore lowers the energy of a state with intersite coherence. In a determinant, an electron shared by two sites makes their numbers vary in opposite senses, and this reduces their mutual repulsion below its mean-charge value. Without coherence the $V$ correction is zero, however large the charges are. A unitary change of orbitals within the sites sends $n^{IJ\sigma}$ to $W_In^{IJ\sigma}W_J^\dagger$. The factors $W$ cancel in the traces, so the energy does not depend on the choice of axes for the orbitals.

For fixed parameters and fixed localized orbitals, vary the density matrix. The on-site part gives
\begin{equation}
dE_U=\sum_{I\sigma}U_I\,
\mathrm{Tr}\!\left[\left(\tfrac12-n^{II\sigma}\right)dn^{II\sigma}\right].
\end{equation}
In the intersite part, the product rule gives two terms. They are equal after exchanging the labels $I$ and $J$ and using the cyclic property of the trace, which removes the factor $1/2$:
\begin{equation}
dE_V=-\sum_{I\ne J}V_{IJ}\sum_\sigma
\mathrm{Tr}[n^{IJ\sigma}dn^{JI\sigma}].
\end{equation}
Comparing with $dE_{UV}=\sum_{IJ\sigma}\mathrm{Tr}[v^{IJ\sigma}dn^{JI\sigma}]$ gives
\begin{equation}
v^{II\sigma}=U_I(\tfrac12-n^{II\sigma}),\qquad
v^{IJ\sigma}=-V_{IJ}n^{IJ\sigma}\quad(I\ne J).
\label{eq:potential}
\end{equation}
The on-site potential lowers orbitals that are more than half filled and raises those that are less than half filled. The intersite potential is a hopping. If the bare hopping element is $-t$ and the coherence is positive, $V$ strengthens it.

\section{A two-site bond}

Take one orbital on each of two sites and two electrons, one of each spin. The site energies are $-\Delta/2$ and $+\Delta/2$, and the hopping element is $-t$. The parameters are $t=\Delta=0.10$, $U=0.15$ and $V=0.05$ hartree. The uncorrected energy is the one-electron energy plus $E_{\rm dc}$. This stands in for a density functional that contains the mean-charge interaction and nothing more; a real functional is not this simple. Adding $E_{UV}$ then restores the Hartree--Fock energy of the model.

The self-consistent solutions have equal orbitals for the two spins. A separate minimization over real orbitals, free to differ between the spins, reaches the same energies.
\begin{center}
\begin{tabular}{lcccc}
 & $n_1$ & $n_{12}$ & hopping & gap \\
uncorrected & 1.246 & 0.4846 & 0.1000 & 0.2063 \\
$+U$ & 1.376 & 0.4633 & 0.1000 & 0.2159 \\
$+U+V$ & 1.321 & 0.4735 & 0.1237 & 0.2612
\end{tabular}
\end{center}
Here $n_{12}$ is the coherence per spin. The hopping strength and the gap between the two orbital levels are in hartree.

In the $+U+V$ solution, each spin has occupations $n_{1\sigma}=0.6607$ and $n_{2\sigma}=0.3393$. One occupied orbital per spin gives
\begin{equation}
n_{1\sigma}(1-n_{1\sigma})=n_{1\sigma}n_{2\sigma}=n_{12}^2=0.2242 .
\end{equation}
Two sites and two spins give four equal $U$ terms. Two ordered pairs and two spins give four equal $V$ terms:
\begin{align}
E_U&=4\,\frac{0.15}{2}(0.2242)=0.0673\ \text{hartree},\\
E_V&=-4\,\frac{0.05}{2}(0.2242)=-0.0224\ \text{hartree}.
\end{align}
Their sum, taken before rounding, is 0.0448 hartree, or 1.22 eV.

The same number follows from the fluctuations. The total number is fixed, so $\mathrm{Var}\,N_1=\mathrm{Var}\,N_2=-\mathrm{Cov}(N_1,N_2)$, and Eq.~\eqref{eq:fluct} reduces to
\begin{equation}
E_{UV}=(U-V)\,\mathrm{Var}\,N_1=0.10\times0.4484=0.0448\ \text{hartree}.
\end{equation}
For this dimer, $U$ penalizes sharing the electrons and $V$ offsets part of the penalty. At $U=V$ the correction energy vanishes, because the interaction then depends on the fixed total number alone. The potential does not vanish. Equation~\eqref{eq:potential} becomes $U(\frac12-\rho^\sigma)$, with $\rho^\sigma$ the full $2\times2$ density matrix of one spin. It leaves the orbitals unchanged, lowers the occupied level by $U/2$ and raises the empty one by $U/2$, so the orbital gap still grows by $U$.

This competition explains the order of the coherences. Let $X=\sum_\sigma|n_{12}^\sigma|^2$. The $U$ correction adds $UX$ to the energy, and the $V$ correction then adds $-VX$. Let $a$ minimize an energy $E$, and let $b$ minimize $E-VX$. Then $E_a\le E_b$ and $E_b-VX_b\le E_a-VX_a$. Adding these inequalities gives $X_b\ge X_a$. The same argument with the opposite sign shows that the $U$ correction cannot increase $X$. The two corrections together add $(U-V)X$ with $U>V$, so the $+U+V$ coherence cannot exceed the uncorrected one either.

The effective hopping follows from Eq.~\eqref{eq:potential}:
\begin{equation}
t_{\rm eff}=t+Vn_{12}=0.10+0.05\times0.4735=0.1237\ \text{hartree}.
\end{equation}
For the gap, the difference of the effective site energies is also needed. The double counting contributes $U(n_I-\frac12)+Vn_J$ to the level of site $I$, and the correction contributes $U(\frac12-n_I/2)$. The sum is $Un_I/2+Vn_J$. With $n_1-n_2=0.6427$,
\begin{equation}
\begin{aligned}
\Delta_{\rm eff}&=\Delta-\left(\frac U2-V\right)(n_1-n_2)\\
&=0.10-0.025\times0.6427=0.0839\ \text{hartree}.
\end{aligned}
\end{equation}
The two levels are then separated by
\begin{equation}
\sqrt{\Delta_{\rm eff}^2+4t_{\rm eff}^2}=0.2612\ \text{hartree}=7.11\ \text{eV}.
\end{equation}

Exact diagonalization of the same model shows what the determinant omits. The ground-state energy is $-0.1209$ hartree, against $-0.1164$ hartree for $+U+V$, so 0.0046 hartree of correlation energy (the difference taken before rounding) is missing. In the exact ground state the covariance is $-0.367$, while the trace formula evaluated with that state's own density matrix gives $-0.436$. Its magnitude is too large by 19\% of the true value. Equation~\eqref{eq:fluct} still holds for this state; Eq.~\eqref{eq:cov} does not.

The model's charge gap, $E(3)+E(1)-2E(2)$ with $E(N)$ the exact ground-state energy for $N$ electrons, is 0.2682 hartree. The $+U+V$ orbital gap lies 3\% below it and the $+U$ gap 20\% below it. These percentages belong to this model and these parameters; they do not measure the accuracy of DFT+$U$+$V$ for a material.

\section*{Calculated quantities}
\begin{verbatim}
THREE-SITE DETERMINANT TEST
U on sites 1,2,3 (hartree): 0.20 0.15 0.10
V12, V13, V23 (hartree): 0.05 0.03 0.02
site charges (electrons): 1.241908 0.799339 0.958753
on-site model energy: 0.10779957 hartree
intersite model energy: 0.07837942 hartree
intersite Hartree = its double counting: 0.10068314 hartree
total double counting: 0.11671885 hartree
U correction: 0.09176387 hartree
V correction: -0.02230373 hartree
U+V correction: 0.06946014 hartree
localized charges (electrons): 2.0 1.0 0.0
localized model energy: 0.300000 hartree
localized double counting: 0.300000 hartree
potential test, numerical slope: -0.15738616 hartree
potential test, formula slope: -0.15738616 hartree
orbital overlap in overlap test: 0.20 (dimensionless)
covariance with overlap: -0.143025 electrons^2
trace-only covariance: -0.157675 electrons^2
extra overlap term: 0.014650 electrons^2
DIMER: TWO ELECTRONS
t=0.10, Delta=0.10, U=0.15, V=0.05 hartree
uncorrected: site charges 1.246096, 0.753904 electrons
  coherence n12 per spin: 0.484623 (dimensionless)
  effective hopping: 0.100000 hartree
  orbital gap: 0.206346 hartree
  total energy: -0.162402 hartree
+U: site charges 1.376149, 0.623851 electrons
  coherence n12 per spin: 0.463280 (dimensionless)
  effective hopping: 0.100000 hartree
  orbital gap: 0.215852 hartree
  total energy: -0.094390 hartree
+U+V: site charges 1.321336, 0.678664 electrons
  coherence n12 per spin: 0.473483 (dimensionless)
  effective hopping: 0.123674 hartree
  orbital gap: 0.261201 hartree
  total energy: -0.116364 hartree
+U+V double counting: 0.060326 hartree
+U+V, U part: 0.067256 hartree
+U+V, V part: -0.022419 hartree
+U+V correction: 0.044837 hartree = 1.2201 eV
+U+V site-number variance: 0.448372 electrons^2
+U+V orbital gap converted: 7.1076 eV
exact model energy: -0.120928 hartree
missing correlation energy: -0.004564 hartree
exact model charge gap: 0.268248 hartree
exact-state covariance: -0.366706 electrons^2
exact-state trace formula: -0.436247 electrons^2
\end{verbatim}
